# Lindholm–Foley impact width and shift for an inverse-power interaction

## Two numbers with a fixed ratio

In a model gas with a van der Waals interaction, specified below, collisions give a spectral line a full width at half-maximum of 372.9 MHz and move its centre by −135.5 MHz. The width is 2.75 times the size of the shift. Within the impact theory derived here, doubling the density, changing the temperature or strengthening the interaction alters both numbers but not their ratio. As long as one collision rate, averaged over relative speed, describes all radiators, as it does for the numbers above, the ratio depends only on the power of distance in the interaction.

## Model and conventions

Hartree atomic units are used, so $\hbar=1$ and energy differences are angular frequencies. A radiator has the unperturbed line frequency $\omega_0$. A perturber at distance $R$ changes it by

$$\Delta\omega(R)=\frac{C}{R^p},\qquad p>3 .$$

Here $C$ is the coefficient of the upper-state interaction energy minus that of the lower state. If the upper state is attracted more strongly, $C<0$.

The assumptions are these.

- The interaction is isotropic and adiabatic: a collision changes the phase of the radiating dipole but causes no transitions.
- Perturbers are independent of each other, have density $n$, and move on straight lines. Their speed $v$ relative to the radiator is at first the same for all.
- Collisions are short compared with the time in which the dipole loses its phase memory.

Natural and Doppler broadening are left out; the widths below are the collisional part.

## From phases to an exponent

Relative to $\omega_0$, the phase memory of the dipole is

$$\phi(\tau)=\Big\langle \exp\Big(i\int_0^\tau\sum_j\Delta\omega(R_j(t))\,dt\Big)\Big\rangle .$$

With detuning $\Delta=\omega-\omega_0$, the normalized line is

$$I(\Delta)=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{-i\Delta\tau}\phi(\tau)\,d\tau .$$

In this convention $\phi=e^{id\tau}$ means a line at $\Delta=+d$.

Put $N$ perturbers in a volume $V$. Being independent, they contribute equal factors. Let $\Phi(\mathbf R,\tau)$ be the phase from one perturber that starts at $\mathbf R$. Then

$$\phi=\Big[\frac1V\int d^3R\,e^{i\Phi}\Big]^N=\Big[1-\frac{g(\tau)}V\Big]^N\to e^{-n g(\tau)},\qquad g(\tau)=\int d^3R\,\big(1-e^{i\Phi}\big),$$

as $N,V\to\infty$ with $N/V=n$. Far away $\Phi\approx C\tau/R^p$, so the integral converges at large $R$ for $p>3$.

## The impact limit

Take the $x$ axis along the relative velocity, and let $b$ be the impact parameter. Then $d^3R=2\pi b\,db\,dx$. In the time $\tau$ the perturber travels a length $L=v\tau$, and

$$\Phi=F(x+L)-F(x),\qquad F(x)=\frac1v\int_0^x\frac{C\,du}{(b^2+u^2)^{p/2}} .$$

The function $F$ is odd and tends to $\pm\eta/2$ at $x\to\pm\infty$, where $\eta(b)$ is the phase from a complete passage.

At fixed $b$, divide the $x$ integral at $x=-L/2$. The substitution $x\to-L-x$ maps one half onto the other and leaves $\Phi$ unchanged, so the halves are equal. In the right half $x+L\ge L/2$, and for large $L$ we may replace $F(x+L)$ by $\eta/2$. This half becomes

$$\int_{-L/2}^{\infty}\big[1-e^{i(\eta/2-F(x))}\big]dx=\frac L2\big(1-e^{i\eta}\big)+K_b(L),$$

$$K_b(L)=\int_{-L/2}^0\big[e^{i\eta}-e^{i(\eta/2-F)}\big]dx+\int_0^\infty\big[1-e^{i(\eta/2-F)}\big]dx .$$

Since $F$ approaches its limits as $|x|^{1-p}$, $K_b$ tends to a constant. It represents collisions cut off by the start or end of the time interval. The part that grows with $L$ comes from complete collisions.

Passages with $b\gtrsim L$ are never complete, but their phases are small. The part of $g$ linear in $\Phi$ is exactly proportional to $\tau$, because $\int\Phi\,dx=L\eta(b)$ at every $b$. The quadratic part from this region is of order $L^3(CL^{1-p}/v)^2\propto L^{5-2p}$, which vanishes at large $L$. Therefore

$$g(\tau)\to v\sigma\tau+g_0,\qquad \sigma=2\pi\int_0^\infty b\,\big(1-e^{i\eta(b)}\big)\,db .$$

The constant $g_0$ is of the order of the cube of the collision radius. If the mean number of perturbers in that volume is much less than one, $ng_0$ is negligible.

Write $\sigma=\sigma_r-i\sigma_i$, with

$$\sigma_r=2\pi\int_0^\infty b(1-\cos\eta)\,db,\qquad \sigma_i=2\pi\int_0^\infty b\sin\eta\,db .$$

Then $\phi=e^{-w\tau+id\tau}$ with $w=nv\sigma_r$ and $d=nv\sigma_i$, and

$$I(\Delta)=\frac1\pi\,\mathrm{Re}\,\frac{1}{w+i(\Delta-d)}=\frac1\pi\,\frac{w}{(\Delta-d)^2+w^2}.$$

The line is a Lorentzian. Its half-width at half-maximum is $w$, its full width is $2w$, and its shift is $d$. The form holds near the centre; at detunings comparable to the inverse collision duration, the short-time behaviour of $g$ matters.

## Phase of one passage

On a straight path $R^2=b^2+v^2t^2$. Set $vt=b\tan\theta$, so that $R=b/\cos\theta$ and $dt=b\,d\theta/(v\cos^2\theta)$:

$$\eta=\int_{-\infty}^{\infty}\frac{C\,dt}{R^p}=\frac{C}{v\,b^{p-1}}\int_{-\pi/2}^{\pi/2}\cos^{p-2}\theta\,d\theta=\frac{\alpha_p C}{v\,b^{p-1}} .$$

The angular integral is twice that from $0$ to $\pi/2$. With $u=\sin^2\theta$ we have $2\,d\theta=u^{-1/2}(1-u)^{-1/2}du$, and

$$\alpha_p=\int_0^1u^{-1/2}(1-u)^{(p-3)/2}du=\frac{\sqrt\pi\,\Gamma\big(\frac{p-1}2\big)}{\Gamma\big(\frac p2\big)},$$

which is a beta function. For $p=6$, $\alpha_6=3\pi/8=1.1781$.

The Weisskopf radius $b_W$ is the impact parameter at which the phase has magnitude one:

$$b_W=\Big(\frac{\alpha_p|C|}{v}\Big)^{1/(p-1)},\qquad |\eta|=\Big(\frac{b_W}{b}\Big)^{p-1}.$$

## The complex cross section

Take $C>0$ first, and use $y=\eta$ as the variable. With $s=2/(p-1)$,

$$b^2=b_W^2\,y^{-s},\qquad b\,db=\tfrac12\,d(b^2)=-\tfrac s2\,b_W^2\,y^{-s-1}dy .$$

As $b$ runs from $0$ to $\infty$, $y$ runs from $\infty$ to $0$. Reversing the limits removes the minus sign:

$$\sigma=\pi s\,b_W^2J,\qquad J=\int_0^\infty(1-e^{iy})\,y^{-s-1}dy .$$

The condition $p>3$ means $0<s<1$. Integrate by parts, using $y^{-s-1}=-\frac1s\frac{d}{dy}y^{-s}$:

$$J=-\frac1s\Big[(1-e^{iy})y^{-s}\Big]_0^\infty-\frac is\int_0^\infty y^{-s}e^{iy}dy .$$

The boundary term vanishes at infinity because $s>0$. It vanishes at zero because $|1-e^{iy}|\le y$ and $s<1$.

In the remaining integral, turn the path from the positive real axis to the positive imaginary axis, $y=iu$. No singularity lies between the two. The small arc of radius $\epsilon$ contributes at most a multiple of $\epsilon^{1-s}$. On the large arc of radius $\rho$ and polar angle $\chi$, the inequality $\sin\chi\ge2\chi/\pi$ bounds the contribution by $\rho^{1-s}\,\pi/(2\rho)$. Both vanish in the limit, so

$$\int_0^\infty y^{-s}e^{iy}dy=i^{\,1-s}\int_0^\infty u^{-s}e^{-u}du=i\,e^{-i\pi s/2}\,\Gamma(1-s).$$

Since $-i\cdot i=1$, $J=\Gamma(1-s)e^{-i\pi s/2}/s$. The factor $s$ cancels in $\sigma$. With $\pi s/2=\pi/(p-1)$ and $1-s=(p-3)/(p-1)$,

$$\sigma_r-i\sigma_i=\pi b_W^2\,\Gamma\Big(\frac{p-3}{p-1}\Big)e^{-i\pi/(p-1)} .$$

For $C<0$ the phase $\eta$ changes sign. The cosine in $\sigma_r$ is unaffected, and the sine in $\sigma_i$ reverses.

## Width, shift and their ratio

Taking real and imaginary parts gives

$$w=\pi n v\Big(\frac{\alpha_p|C|}v\Big)^{2/(p-1)}\Gamma\Big(\frac{p-3}{p-1}\Big)\cos\frac{\pi}{p-1},$$

$$\frac dw=\mathrm{sgn}(C)\,\tan\frac{\pi}{p-1}.$$

Density, speed and strength enter through the common factor $nvb_W^2$, which cancels. What remains is the angle of a complex number, fixed by the power law.

For the van der Waals case $p=6$,

$$\frac{|d|}{w}=\tan36^\circ=0.7265,\qquad \frac{2w}{|d|}=\frac{2}{0.7265}=2.75 .$$

The number 2.75 refers to the full width and to the magnitude of the shift. With $C<0$ the line moves to lower frequency.

For $p=4$ the shift is larger than the half-width, $|d|/w=1.732$; for $p=12$ it is 0.294. As $p\to\infty$ at fixed $b_W$, the ratio tends to zero and $\sigma_r\to\pi b_W^2$. The phase then drops abruptly from very large to very small values at $b_W$, and the range of $b$ that can produce a net shift shrinks.

## Why $p$ must exceed 3

At $p=3$, $\alpha_3=2$ and $\eta=2C/(vb^2)$. At large $b$, $\sin\eta\approx\eta$, and the shift integral between cutoffs $b_1$ and $b_2$ becomes

$$2\pi\int_{b_1}^{b_2}b\,\frac{2C}{vb^2}\,db=\frac{4\pi C}{v}\ln\frac{b_2}{b_1}.$$

For $C=v=1$, every further decade adds $4\pi\ln10=28.9$ to $\sigma_i$, without limit. The width integral still converges, because $1-\cos\eta\approx\eta^2/2$ falls faster. With $s=1$ and $b_W^2=2|C|/v$,

$$\sigma_r=\pi b_W^2\int_0^\infty\frac{1-\cos y}{y^2}\,dy=\pi b_W^2\int_0^\infty\frac{\sin y}{y}\,dy=\pi b_W^2\,\frac\pi2=\frac{\pi^2|C|}{v},$$

where the second step is an integration by parts. The infinite value of $\tan(\pi/2)$ thus reflects a divergent shift beside a finite width.

## Close and distant collisions

For $b\ll b_W$ the phase is large and varies rapidly with $b$. There $\cos\eta$ and $\sin\eta$ average to zero: each such collision destroys the phase memory, which adds to the width, but the shifts cancel. For $b\gg b_W$ the shift integrand is proportional to $\eta$ and the width integrand to $\eta^2/2$, so distant collisions favour the shift.

Simpson integration over $\ln b$ for $p=6$ puts numbers to this. Impact parameters beyond $b_W$ supply 10% of the width and 73% of the shift.

## Averaging over speeds

Since $b_W^2\propto v^{-s}$, both $w$ and $d$ vary as $v^m$ with $m=1-s=(p-3)/(p-1)$. For a Maxwell distribution with reduced mass $\mu$, let $v_T=\sqrt{2kT/\mu}$ and $u=v/v_T$. The probability density of $u$ is $(4/\sqrt\pi)u^2e^{-u^2}$, and

$$\langle v^m\rangle=v_T^m\,\frac4{\sqrt\pi}\int_0^\infty u^{2+m}e^{-u^2}du=v_T^m\,\frac{\Gamma\big(\frac{3+m}2\big)}{\Gamma\big(\frac32\big)} .$$

The last step uses $\int_0^\infty u^{2+m}e^{-u^2}du=\frac12\Gamma(\frac{3+m}{2})$ and $\Gamma(\frac32)=\sqrt\pi/2$. Width and shift acquire the same factor, so their ratio survives. For $p=6$, $m=3/5$, and both grow as $T^{3/10}$ at fixed density.

Using one averaged rate for all radiators is a further approximation. Fast and slow radiators have different distributions of relative speed, hence different widths and shifts, and the sum of their Lorentzians is not a Lorentzian. The ratio $d/w$ is the same for each radiator speed, but the summed line does not keep it. Suppose each radiator holds its speed while the phase memory decays. For $p=6$ the full width of the sum divided by the shift of its peak is then close to 2.75 when the perturbers are lighter than the radiator, 2.77 at a mass ratio of 0.3, and it grows with the perturber mass. It is about 2.83 for equal masses and about 3.15 for perturbers ten times heavier.

## Worked example

The chosen parameters are $C=-300\,E_h a_0^6$, $\mu=50000\,m_e$, $kT=0.0015\,E_h$ and $n=10^{-7}\,a_0^{-3}$. The case $m=1$ of the average gives the mean relative speed

$$\bar v=\sqrt{\frac{8kT}{\pi\mu}}=\sqrt{\frac{8\times0.0015}{\pi\times50000}}=2.764\times10^{-4}\ \text{a.u.}$$

At this speed the Weisskopf radius is

$$b_W=\Big(\frac{1.1781\times300}{2.764\times10^{-4}}\Big)^{1/5}=16.65\,a_0 .$$

With $\Gamma(3/5)=1.4892$,

$$\sigma_r=\pi(16.65)^2(1.4892)\cos36^\circ=1049\,a_0^2,$$

$$\sigma_i=-\sigma_r\tan36^\circ=-762\,a_0^2 .$$

Multiplication by $n\bar v$ gives

$$w=2.899\times10^{-8}\,E_h,\qquad d=-2.106\times10^{-8}\,E_h .$$

The Maxwell average multiplies both by $\langle v^{3/5}\rangle/\bar v^{3/5}=0.9775$:

$$2w=5.668\times10^{-8}\,E_h,\qquad d=-2.059\times10^{-8}\,E_h .$$

Division by Planck's constant turns these energies into the ordinary frequencies 372.9 MHz and −135.5 MHz quoted at the start.

## Where the result can fail

**Overlapping collisions.** Here $nb_W^3=4.6\times10^{-4}$, and the collision duration $b_W/\bar v$ times $w$ is $1.7\times10^{-3}$. Both are small, as the impact limit requires. The neglected constant is $g_0\approx(1.8-2.5i)\,b_W^3$ for $p=6$ and $C>0$, and its complex conjugate for $C<0$. The phase of $e^{-ng_0}$ tilts the line slightly and here moves the peak about 0.1 MHz further from $\omega_0$, so the last digit of the quoted shift holds for the impact limit only. At high density they are not, and the line need not be Lorentzian.

**Curved paths.** At $R=b_W$ the difference energy is $9.4\times10^{-3}$ of $kT$. This is an indication, not a proof, that paths are straight there, since the potentials of the separate states bend the path and may exceed their difference. At $b_W/2$ the same ratio is $2^6=64$ times larger, about 0.6, so straight paths are doubtful for close collisions. An attraction $-|C|/R^6$ acting on the path would capture all perturbers with $b<(27|C|/2\mu v^2)^{1/6}$, which at $\bar v$ is $0.61\,b_W$; these collisions supply about 30% of $\sigma_r$. Their contribution to the width survives if the true phases are still large and widely spread, because then $1-\cos\eta$ averages to one whatever their exact values. A repulsive core can prevent that, because it limits how large the phase becomes. For a hard core of radius $R_0$ and $p=6$, the reflected perturbers have phase magnitudes from $0.34\,(b_W/R_0)^5$ at $b=0$ to $(b_W/R_0)^5$ at $b=R_0$. At $R_0=b_W/2$ this is 11 to 32 radians, and width and shift change by 5% or less; at $R_0=0.8\,b_W$ it is only 1 to 3 radians, and $2w/|d|$ falls to 1.4. Width, shift and their ratio can then differ from the straight-path values.

**More than one power.** A second term in $\Delta\omega(R)$ introduces a length of its own. The phase is then no longer a single power of $b$, the common factor no longer cancels, and the ratio can depend on speed and temperature.

**Transitions during collisions.** If collisions transfer population or mix degenerate sublevels, $e^{i\eta}$ no longer describes their whole effect, and the tangent formula does not apply as it stands.

All numerical values are calculated from the stated model.
